\section*{The Exact Electrostatic Scale Length of a Symmetric Double-Gate Transistor}

\section{Two insulators with the same capacitance}

A semiconductor film 6 nm thick, of relative permittivity 12, lies between two gates. If each gate is separated from it by 1 nm of an insulator of permittivity 4, a potential disturbance at the source dies out along the channel with a decay length of 3.52 nm. If the insulator is instead 5 nm thick with permittivity 20, its capacitance per area is unchanged, yet the decay length is 4.45 nm. The simplest estimate takes the potential as uniform across the semiconductor and knows the insulator only through its capacitance; it gives 3.00 nm in both cases. The theorem below gives the decay length without these two approximations, and a corollary shows why the thicker insulator must do worse.

\section{Model and conventions}

Let $x$ run across the stack and $y$ from source ($y=0$) to drain ($y=L$). The semiconductor occupies $|x|<\alpha$, with $\alpha=t_s/2$. An insulator of thickness $\beta=t_i$ lies on each side, and the gates are at $|x|=h=\alpha+\beta$. The permittivity $\varepsilon(x)$ is $\varepsilon_s$ in the semiconductor and $\varepsilon_i$ in the insulators. Only the ratio $r=\varepsilon_i/\varepsilon_s$ enters the decay lengths. Lengths are in nm and potentials in V.

The assumptions are these.
\begin{enumerate}
\item The transistor is in subthreshold, and mobile charge is neglected in Poisson's equation.
\item The layers are uniform and isotropic, the device does not vary along its width, and both gates are at the same potential.
\item Any fixed charge depends on $x$ alone and is even in $x$.
\item The potential is prescribed over the whole height of the stack, insulators included, at $y=0$ and $y=L$.
\end{enumerate}

Let $\phi_L(x)$ be the long-channel potential, which satisfies $(\varepsilon\phi_L')'=-\rho(x)$ and takes the gate value at $|x|=h$. Write the full potential as $\phi_L(x)+u(x,y)$. The fixed charge cancels, and the deviation $u$ obeys
\begin{equation}
\partial_x(\varepsilon\,\partial_x u)+\varepsilon\,\partial_y^2u=0,\qquad u(\pm h,y)=0 .
\label{laplace}
\end{equation}
At $|x|=\alpha$ both $u$ and $\varepsilon\,\partial_xu$ are continuous. In a product solution $u=X(x)Y(y)$, division by $\varepsilon XY$ separates the variables:
\begin{equation}
-(\varepsilon X')'=k^2\varepsilon X,\qquad Y''=k^2Y,\qquad X(\pm h)=0 .
\label{modes}
\end{equation}
Thus $Y$ is a combination of $e^{-ky}$ and $e^{ky}$, and the decay length is $\lambda=1/k$. Another convention quotes $\pi\lambda$.

\section{Properties of the transverse modes}

\paragraph{Lemma 1.} Every $k^2$ in (\ref{modes}) is real and positive. Modes with different $k^2$ are orthogonal with weight $\varepsilon$. Each mode is either even or odd.

\paragraph{Proof.} Multiply (\ref{modes}) by $X^*$ and integrate by parts over the stack. The gate terms vanish because $X(\pm h)=0$; the interface terms cancel because $X$ and $\varepsilon X'$ are continuous. Hence
\begin{equation}
k^2\int_{-h}^{h}\varepsilon|X|^2dx=\int_{-h}^{h}\varepsilon|X'|^2dx .
\end{equation}
The right side is positive, since $X'=0$ everywhere would make $X$ a constant equal to its gate value, zero. So $k^2>0$, and the modes can be chosen real. For two modes, multiply each equation by the other mode, integrate and subtract. The derivative terms are equal, which leaves $(k_m^2-k_n^2)\int\varepsilon X_mX_n\,dx=0$.

A solution that vanishes at $x=h$ is fixed up to a factor by its slope there, so each $k^2$ has one independent mode. Because $\varepsilon(x)$ is even, $X(-x)$ is a mode with the same $k^2$. It must equal $cX(x)$, and reflecting twice gives $c^2=1$. $\square$

\section{The scale-length theorem}

Put $a=k\alpha=t_s/(2\lambda)$ and $b=k\beta=t_i/\lambda$.

\paragraph{Theorem.}
(i) A number $k>0$ belongs to an even mode if and only if
\begin{equation}
D(k)=\varepsilon_s\sin a\,\sin b-\varepsilon_i\cos a\,\cos b=0 .
\label{det}
\end{equation}
(ii) When $\cos a\cos b\neq0$, this is equivalent to
\begin{equation}
\tan\!\left(\frac{t_i}{\lambda}\right)\tan\!\left(\frac{t_s}{2\lambda}\right)=\frac{\varepsilon_i}{\varepsilon_s} .
\label{tan}
\end{equation}
(iii) The largest root $\lambda_1$ of (\ref{tan}) is the longest decay length of all modes, even and odd, and $\lambda_1>\max(t_s,2t_i)/\pi$.

\paragraph{Proof of (i) and (ii).} The even solution in the semiconductor is $A\cos kx$. In the insulators, the solution that vanishes at the gates is $B\sin k(h-|x|)$. At $x=\alpha$ the argument of the sine is $k\beta=b$, so continuity of the potential gives
\begin{equation}
A\cos a=B\sin b .
\label{pot}
\end{equation}
The slopes are $-Ak\sin a$ on the semiconductor side and $-Bk\cos b$ on the insulator side. Continuity of $\varepsilon X'$, after cancellation of $-k$, gives
\begin{equation}
\varepsilon_sA\sin a=\varepsilon_iB\cos b .
\label{flux}
\end{equation}
By symmetry the interface at $x=-\alpha$ adds nothing new. Two homogeneous equations for $A$ and $B$ have a nonzero solution if and only if
\begin{equation}
\begin{vmatrix}\cos a&-\sin b\\ \varepsilon_s\sin a&-\varepsilon_i\cos b\end{vmatrix}
=\varepsilon_s\sin a\sin b-\varepsilon_i\cos a\cos b=0 .
\end{equation}
Division by $\varepsilon_s\cos a\cos b$, when this is not zero, gives (\ref{tan}).

\paragraph{Proof of (iii).} Let $k_*=\pi/[2\max(\alpha,\beta)]$. For $0<k<k_*$ both $a$ and $b$ lie between 0 and $\pi/2$, so both tangents are positive and increasing. Their product rises continuously from 0 to infinity and equals $r$ at one point $k_1$. At $k_*$ itself, $\cos a\cos b=0$ while both sines are positive, so $D>0$ and there is no root. Thus $k_1$ is the smallest even root. The inequality $k_1<k_*$ is the stated bound on $\lambda_1=1/k_1$.

It remains to compare with the odd modes. With $A=1$, (\ref{pot}) gives $B=\cos a/\sin b>0$, so the mode $X_1$ is positive everywhere between the gates. Write any other mode as $X=X_1w$. Expanding the derivative gives
\begin{align}
X'^2&=X_1'^2w^2+2X_1X_1'ww'+X_1^2w'^2\nonumber\\
&=X_1'(X_1w^2)'+X_1^2w'^2 .
\end{align}
Multiply by $\varepsilon$, integrate, and integrate the first term by parts. The boundary term contains $X_1w^2=X^2/X_1$, which vanishes at the gates because $X$ and $X_1$ both go to zero linearly there. Using (\ref{modes}) for $X_1$,
\begin{equation}
\int\varepsilon X'^2dx=k_1^2\int\varepsilon X^2dx+\int\varepsilon X_1^2w'^2dx .
\end{equation}
By Lemma 1 the left side is $k^2\int\varepsilon X^2dx$. Hence $k\ge k_1$, with equality only for constant $w$, that is, for $X_1$ itself. $\square$

\paragraph{Remark: modes lost by the tangents.} If $D=0$ and $\cos a=0$, then $\sin a=\pm1$ and (\ref{det}) forces $\sin b=0$. Likewise $\cos b=0$ forces $\sin a=0$. These are true modes, but one tangent diverges where the other vanishes. Near such a point $k_0$ of the first kind, put $k=k_0+\delta$. Then $\tan a\simeq-1/(\alpha\delta)$ and $\tan b\simeq\beta\delta$, so the product tends to $-\beta/\alpha$. For the second kind it tends to $-\alpha/\beta$. Neither limit can equal $r>0$.

For $t_s=t_i=2$ nm, $k_0=\pi/2$ nm$^{-1}$ gives $a=\pi/2$ and $b=\pi$. The discretized mode equation has an even mode there, while the tangent product is close to $-2$. Such losses require $\alpha/\beta$ to be a ratio of an odd to an even integer, or the reverse. In the first structure of the opening $\alpha/\beta=3$, so none occurs. The scale length itself is never lost, since $a$ and $b$ are then below $\pi/2$.

\section{Limits, and the role of insulator thickness}

\paragraph{Corollary 1.} At fixed $\varepsilon_s$, $t_s$ and fixed $C^{-1}=t_i/\varepsilon_i$, the scale length increases with $t_i$.

\paragraph{Proof.} Insert $\varepsilon_i=C\beta$ in (\ref{tan}) and divide by $\beta$, using $\tan b/\beta=k\tan b/b$:
\begin{equation}
k\tan(k\alpha)\,\frac{\tan b}{b}=\frac{C}{\varepsilon_s} .
\label{cap}
\end{equation}
The right side is fixed. The derivative of $\tan b/b$ is $(b-\sin b\cos b)/(b^2\cos^2b)$, which is positive for $0<b<\pi/2$. At the root $b<\pi/2$, and a slightly larger $\beta$ keeps it so; at given $k$ this raises the left side. The left side also increases with $k$, so the root $k_1$ must fall. This holds at every $\beta$, so $k_1$ falls steadily as $\beta$ grows. $\square$

This accounts for the difference between the two decay lengths of the opening. A thick insulator carries field lines along the channel as well as across it, and its capacitance does not describe them. Without them the factor $\tan b/b$ in (\ref{cap}) would be 1, and both structures would have a decay length of 3.49 nm. The lower bound makes the point more strongly: with $t_i=5$ nm, no permittivity can bring $\lambda_1$ down to $10/\pi=3.18$ nm.

\paragraph{Corollary 2.} The scale length has the following limits.
\begin{enumerate}
\item For $\varepsilon_i=\varepsilon_s$, $\lambda_1=(t_s+2t_i)/\pi$.
\item For $r\to\infty$ at fixed thicknesses, $\lambda_1\to\max(t_s,2t_i)/\pi$.
\item For $r\to0$ at fixed thicknesses,
\begin{equation}
\lambda_1^2=\frac{\varepsilon_s}{\varepsilon_i}\frac{t_st_i}{2}+\frac{t_s^2}{12}+\frac{t_i^2}{3}+O(r) .
\label{thin}
\end{equation}
\end{enumerate}
The first term of (\ref{thin}) alone is below $\lambda_1^2$ for every $r$.

\paragraph{Proof.} For equal permittivities $D=-\varepsilon_s\cos(a+b)$, whose first zero is $k_1(\alpha+\beta)=\pi/2$. For the second limit, choose any fixed $k<k_*$. The tangent product there is finite, so a sufficiently large $r$ exceeds it and the root lies between $k$ and $k_*$. As $k$ can be taken arbitrarily near $k_*$, $k_1\to k_*$.

For small $r$, use $\tan z=z+z^3/3+O(z^5)$:
\begin{equation}
\alpha\beta k^2\left[1+\frac{\alpha^2+\beta^2}{3}k^2+O(k^4)\right]=r .
\end{equation}
Division by $rk^2$ gives
\begin{equation}
\lambda_1^2=\frac{\alpha\beta}{r}+\frac{\alpha\beta k^2}{r}\,\frac{\alpha^2+\beta^2}{3}+\frac{\alpha\beta}{r}O(k^4) .
\end{equation}
The previous equation shows that $k^2=O(r)$ and $\alpha\beta k^2/r=1+O(r)$. The last term is therefore $O(r)$, and (\ref{thin}) follows with $\alpha=t_s/2$, $\beta=t_i$. Finally, $\tan z>z$ on $(0,\pi/2)$ gives $ab<r$, or $\lambda_1^2>\alpha\beta/r$. $\square$

The first term has a simple meaning. Let $u$ be uniform across the semiconductor and fall linearly across each insulator. Flux balance in half the film is then $\varepsilon_s\alpha u''=\varepsilon_iu/\beta$, with decay length $\lambda_0=\sqrt{\alpha\beta/r}$. The terms $t_s^2/12$ and $t_i^2/3$ are the first corrections for the finite thickness of the two layers.

\section{From the scale length to the barrier}

The decay length does not depend on the end data, but the amplitude does. Let the deviation be $u_sf(x)$ at the source and $u_df(x)$ at the drain. Here $f=1$ in the semiconductor and $f=(h-|x|)/\beta$ in the insulators. This is a model of the contacts, suited to a film without fixed charge, for which $\phi_L$ is constant.

\paragraph{Lemma 2.} Normalize the even modes by $X_n(0)=1$. The coefficients in $f=\sum_nc_nX_n$ are
\begin{equation}
c_n=\frac{2\varepsilon_i\cos a}{k^2\beta\,(\varepsilon_s\alpha+\varepsilon_i\beta B^2)} ,
\label{cn}
\end{equation}
with $k=k_n$ and $B$ fixed by (\ref{pot}) and (\ref{flux}) at $A=1$.

\paragraph{Proof.} The choice $A=1$ is possible because $A=0$ would require $B\sin b=B\cos b=0$, hence $B=0$. The even Sturm--Liouville modes form a complete set for even functions, and orthogonality gives $c_n=\int\varepsilon fX_n\,dx/\int\varepsilon X_n^2\,dx$. Both integrands are even, so half the stack suffices. With $z=h-x$ in the insulator, the numerator is
\begin{align}
&\varepsilon_s\int_0^\alpha\cos kx\,dx+\frac{\varepsilon_iB}{\beta}\int_0^\beta z\sin kz\,dz\nonumber\\
&=\frac{\varepsilon_s\sin a-\varepsilon_iB\cos b}{k}+\frac{\varepsilon_iB\sin b}{k^2\beta}
=\frac{\varepsilon_i\cos a}{k^2\beta} .
\end{align}
The first fraction vanishes by (\ref{flux}), and (\ref{pot}) was used in the second. The denominator is
\begin{equation}
\frac{\varepsilon_s\alpha+\varepsilon_i\beta B^2}{2}+\frac{\varepsilon_s\sin a\cos a-\varepsilon_iB^2\sin b\cos b}{2k} .
\end{equation}
The product of (\ref{pot}) and (\ref{flux}) makes the last numerator zero. $\square$

Each mode must take the values $u_sc_n$ and $u_dc_n$ at the two ends. Far enough from both ends the slowest mode dominates, and on the axis, with $\eta=y/\lambda_1$ and $\kappa=L/\lambda_1$,
\begin{equation}
u(0,y)\simeq c_1\frac{u_s\sinh(\kappa-\eta)+u_d\sinh\eta}{\sinh\kappa}
=c_1(Pe^{-\eta}+Qe^{\eta}),
\end{equation}
\begin{equation}
P=\frac{u_se^\kappa-u_d}{2\sinh\kappa},\qquad Q=\frac{u_d-u_se^{-\kappa}}{2\sinh\kappa} .
\end{equation}
For positive $P$ and $Q$ the minimum is at $e^{2\eta}=P/Q$ and equals $2c_1\sqrt{PQ}$. Multiplying out $PQ$ gives
\begin{equation}
u_{\min}=c_1\frac{\sqrt{2u_su_d\cosh\kappa-u_s^2-u_d^2}}{\sinh\kappa} .
\label{min}
\end{equation}
For positive $u_s$ and $u_d$ the minimum lies inside the channel when $1<P/Q<e^{2\kappa}$, that is, when $\cosh\kappa$ exceeds both $u_d/u_s$ and $u_s/u_d$. This potential minimum is the top of the barrier for electrons. For $\kappa\gg1$ and comparable end values, $u_{\min}\simeq2c_1\sqrt{u_su_d}\,e^{-L/(2\lambda_1)}$, so an error in $\lambda_1$ enters through an exponential.

\section{The numbers}

For the first structure, $\alpha=3$ nm, $\beta=1$ nm and $r=1/3$. The root is $k_1=0.28391$ nm$^{-1}$, so $a=0.85174$ and $b=0.28391$. Substitution gives
\begin{equation}
\tan a\,\tan b=1.14234\times0.29180=0.3333 ,
\end{equation}
as required. The scale length is $\lambda_1=3.522$ nm (66.56 bohr). A finite-volume solution of (\ref{modes}), which assumes neither parity nor trigonometric modes, gives the same value to the digits quoted.

The first term of (\ref{thin}) is $3\times1\times3=9$ nm$^2$, or $\lambda_0=3.00$ nm, which is 15\% below $\lambda_1$. Adding $36/12+1/3=3.33$ nm$^2$ gives 3.512 nm, within 0.3\% of $\lambda_1$. Most of the correction comes from the semiconductor, across which the potential is far from uniform: $X_1$ falls from 1 on the axis to $\cos a=0.66$ at the interface.

The next even decay length is 0.907 nm, and the slowest odd one is 1.517 nm. The odd modes are absent here because the end data are even; unequal gates or asymmetric contacts would excite them.

Now take $L=20$ nm and $u_s=0.50$ V. Here $\kappa=5.678$, so $\cosh\kappa\simeq\sinh\kappa\simeq146$, and (\ref{cn}) gives $c_1=1.125$. For $u_d=0.50$ V, (\ref{min}) becomes
\begin{equation}
u_{\min}\simeq1.125\,\frac{\sqrt{0.5\times146-0.5}}{146}\ \mathrm{V}\simeq0.066\ \mathrm{V} .
\end{equation}
Raising $u_d$ to 1.00 V moves the minimum from 65.55 to 92.62 mV, so the drain lowers the electron barrier on the axis, where it is lowest, by 27.1 meV. A two-dimensional solution of (\ref{laplace}) gives the same shift to this precision. The agreement is expected: at mid-channel the second mode is smaller than the first by $|c_2/c_1|\,e^{-10(1/0.907-1/3.522)}\simeq4\times10^{-5}$.

With $\lambda_0$ in place of $\lambda_1$ and the same $c_1$, the predicted shift is 16.6 mV, which is 39\% too small. The 15\% error in length has been amplified by the exponential.

The one-mode formula fails near the contacts, and in channels so short that the second mode reaches the barrier. At the drain end, $u_d=1.00$ V falls across 1 nm of insulator, a field of 10 MV/cm. This is of the order of the breakdown field of thick silica films, and a layer this thin also passes a direct tunnelling current, which the model leaves out. Equation (\ref{tan}) itself no longer applies once mobile charge screens the potential. For films of a few nanometres, quantum confinement and the use of bulk permittivities up to a sharp interface are further limits on the model. The theorem is exact only for the electrostatic problem stated above. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
relative permittivity, semiconductor = 12
relative permittivity, insulator = 4
semiconductor thickness = 6.0 nm
thickness of each insulator = 1.0 nm
channel length = 20.0 nm
permittivity ratio eps_i/eps_s = 0.33333
k of slowest mode = 0.28391 1/nm
angle k*t_s/2 = 0.85174 rad
angle k*t_i = 0.28391 rad
tan(k*t_s/2) = 1.14234
tan(k*t_i) = 0.29180
scale length lambda_1 = 3.5222 nm
scale length lambda_1 = 66.560 bohr
pi*lambda_1 (other convention) = 11.0653 nm
lambda_1, finite-volume modes = 3.5222 nm
lambda_1, from 2D decay = 3.5236 nm
second even decay length = 0.9068 nm
third even decay length = 0.4905 nm
slowest odd decay length (numerical) = 1.5173 nm
thin-layer estimate, first term = 3.0000 nm
thin-layer estimate, corrected = 3.5119 nm
lower bound max(t_s,2t_i)/pi = 1.9099 nm
second insulator: permittivity = 20
second insulator: thickness = 5.0 nm
second insulator: lambda_1 = 4.4496 nm
second insulator: lower bound = 3.1831 nm
lost mode, t_s=2 t_i=2 nm: k = 1.5708 1/nm
  tangent product close to it = -2.0000
lost mode, t_s=4 t_i=1 nm: k = 1.5708 1/nm
  tangent product close to it = -2.0000
mode weight c_1 = 1.12482
mode weight c_2 = -0.15865
largest series-2D difference, y>=1 nm = 6.5e-05
L/lambda_1 = 5.6783
source deviation u_s = 0.50 V
u_d = 0.50 V: minimum, one mode = 65.55 mV
u_d = 0.50 V: minimum, 2D = 65.55 mV
u_d = 1.00 V: minimum, one mode = 92.62 mV
u_d = 1.00 V: minimum, 2D = 92.62 mV
shift of minimum, one mode = 27.07 mV
shift of minimum, 2D = 27.07 mV
shift with first-term lambda, same c_1 = 16.58 mV
\end{verbatim}
